# Screened structure constants and representation-independent energies in tight-binding LMTO: verification in Python

```python
"""Screening transformation of multiple-scattering theory, tested numerically.

Result under test:
  S_alpha = S (1 - alpha S)^(-1),  1/P_alpha = 1/P - alpha,
  P - S = (1 - P alpha)(P_alpha - S_alpha)(1 - alpha S),
and the energies at which b - S a is singular do not depend on alpha.

Symbols: K = (w/r)^(l+1) Y and J = (r/w)^l Y / (2(2l+1)) are zero-energy
envelopes; the tail of K at another site is -J S. A radial solution phi
continues outside its sphere as a K - b J, and P = b/a. alpha is diagonal.
Energies are in Ry and lengths in bohr, so hbar^2/(2m) = 1. Structure
constants are computed with positions in units of w.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import spherical_jn

L_OF_CHANNEL = np.array([0, 1, 1, 1, 2, 2, 2, 2, 2])


def harmonics(vectors, lmax):
    """Real orthonormal spherical harmonics, one column per channel."""
    x, y, z = (vectors / np.linalg.norm(vectors, axis=1)[:, None]).T
    p = np.sqrt(3 / (4 * np.pi))
    d = np.sqrt(15 / (4 * np.pi))
    columns = [np.full_like(x, 1 / np.sqrt(4 * np.pi)), p * x, p * y, p * z,
               d * x * y, d * y * z, d * z * x, d * (x * x - y * y) / 2,
               np.sqrt(5 / (16 * np.pi)) * (3 * z * z - 1)]
    return np.array(columns[:(lmax + 1) ** 2]).T


def envelopes(vectors, lmax):
    """K for all channels; vectors are in units of w."""
    r = np.linalg.norm(vectors, axis=1)[:, None]
    ls = L_OF_CHANNEL[:(lmax + 1) ** 2]
    return harmonics(vectors, lmax) / r ** (ls + 1)


# Product quadrature on the unit sphere
cosines, gl_weights = np.polynomial.legendre.leggauss(14)
angles = 2 * np.pi * np.arange(28) / 28
ct, ph = [g.ravel() for g in np.meshgrid(cosines, angles, indexing="ij")]
st = np.sqrt(1 - ct ** 2)
nodes = np.array([st * np.cos(ph), st * np.sin(ph), ct]).T
weights = np.repeat(gl_weights, 28) * 2 * np.pi / 28


def structure_matrix(positions, lmax):
    """S from the angular projection of each K around every other site."""
    n, nl = len(positions), (lmax + 1) ** 2
    ls = L_OF_CHANNEL[:nl]
    projector = (weights[:, None] * harmonics(nodes, lmax)).T
    shifts = (positions[:, None] - positions[None]).reshape(-1, 3)
    unique, inverse = np.unique(np.round(shifts, 10) + 0.0, axis=0,
                                return_inverse=True)
    blocks = np.zeros((len(unique), nl, nl))
    for i, shift in enumerate(unique):
        distance = np.linalg.norm(shift)
        if distance > 1e-6:
            rho = 0.25 * distance
            tail = projector @ envelopes(shift + rho * nodes, lmax)
            blocks[i] = -(2 * (2 * ls + 1) / rho ** ls)[:, None] * tail
    full = blocks[inverse.ravel()].reshape(n, n, nl, nl)
    return full.transpose(0, 2, 1, 3).reshape(n * nl, n * nl)


def screen(s_matrix, alpha):
    one = np.eye(len(alpha))
    return s_matrix @ np.linalg.inv(one - alpha[:, None] * s_matrix)


def hard_sphere_alpha(radius_over_w, ls):
    return radius_over_w ** (2 * ls + 1) / (2 * (2 * ls + 1))


# ---------- Three-well model: geometry and structure constants ----------
w = 3.0
depth = 1.0
radii = np.array([2.6, 2.4, 2.2])
sites = np.array([[0, 0, 0], [5.4, 0, 0], [1.8, 4.8, 0]], float)
hard = 0.7
l_list = np.tile(L_OF_CHANNEL[:4], 3)
s_list = np.repeat(radii, 4)
S = structure_matrix(sites / w, 1)
alpha = hard_sphere_alpha(hard, l_list)
alpha_other = 0.1 * np.cos(1.0 + np.arange(12))
S_alpha = screen(S, alpha)
S_other = screen(S, alpha_other)
one = np.eye(12)
d12 = np.linalg.norm(sites[0] - sites[1])
d13 = np.linalg.norm(sites[0] - sites[2])
d23 = np.linalg.norm(sites[1] - sites[2])
assert abs(S[0, 4] + 2 * w / d12) < 1e-10
assert np.allclose(S, S.T, atol=1e-9)
assert np.allclose(S_alpha, S_alpha.T, atol=1e-9)
# Going from one screened representation directly to another
assert np.allclose(screen(S_alpha, alpha_other - alpha), S_other, atol=1e-9)

# Screened envelopes are projected around each site, at two radii
mixing = one + alpha[:, None] * S_alpha
projector_sp = (weights[:, None] * harmonics(nodes, 1)).T
tail_error = 0.0
largest_at_hard_radius = 0.0
for rho in (0.5, hard):
    for t in range(3):
        points = sites[t] / w + rho * nodes
        bare = np.hstack([envelopes(points - c / w, 1) for c in sites])
        found = projector_sp @ bare @ mixing
        rows = slice(4 * t, 4 * t + 4)
        ls = l_list[rows]
        k_rad = rho ** (-ls - 1.0)
        j_screened = rho ** ls / (2 * (2 * ls + 1)) - alpha[rows] * k_rad
        expected = (k_rad[:, None] * one[rows]
                    - j_screened[:, None] * S_alpha[rows])
        tail_error = max(tail_error, np.abs(found - expected).max())
        if rho == hard:
            rest = found - k_rad[:, None] * one[rows]
            largest_at_hard_radius = max(largest_at_hard_radius,
                                         np.abs(rest).max())
assert tail_error < 1e-7
assert largest_at_hard_radius < 1e-7


# ---------- Potential functions of the square wells ----------
def radial_data(energy):
    """Value and slope of phi, K and J at the sphere radii."""
    k = np.sqrt(np.atleast_1d(energy) + depth)[:, None]
    phi = np.empty((len(k), 12))
    slope = np.empty((len(k), 12))
    for l in (0, 1):
        pick = l_list == l
        phi[:, pick] = spherical_jn(l, k * s_list[pick])
        slope[:, pick] = k * spherical_jn(l, k * s_list[pick], True)
    k_val = (w / s_list) ** (l_list + 1)
    j_val = (s_list / w) ** l_list / (2 * (2 * l_list + 1))
    k_der = -(l_list + 1) / s_list * k_val
    j_der = l_list / s_list * j_val
    return phi, slope, k_val, k_der, j_val, j_der


def coefficients(energy):
    phi, slope, kv, kd, jv, jd = radial_data(energy)
    factor = 2 * s_list ** 2 / w
    return factor * (phi * jd - slope * jv), factor * (phi * kd - slope * kv)


def pole_free_det(energy, al, s_al):
    a, b = coefficients(energy)
    matrix = b[:, :, None] * one - s_al * (a - al * b)[:, None, :]
    return np.linalg.det(matrix)


def ordinary_det(energy, al, s_al):
    a, b = coefficients(energy)
    p_al = b / (a - al * b)
    return np.linalg.det(p_al[:, :, None] * one - s_al)


# P_alpha from matching value and slope directly to K and J_alpha
test_energy = 0.3
phi, slope, kv, kd, jv, jd = radial_data(test_energy)
a_t, b_t = coefficients(test_energy)
P_t = (b_t / a_t)[0]
P_alpha_t = np.empty(12)
for i in range(12):
    basis = np.array([[kv[i], -(jv[i] - alpha[i] * kv[i])],
                      [kd[i], -(jd[i] - alpha[i] * kd[i])]])
    c_k, c_j = np.linalg.solve(basis, [phi[0, i], slope[0, i]])
    P_alpha_t[i] = c_j / c_k
assert np.allclose(1 / P_alpha_t, 1 / P_t - alpha, atol=1e-10)
left = np.diag(P_t) - S
right = ((one - np.diag(P_t * alpha)) @ (np.diag(P_alpha_t) - S_alpha)
         @ (one - alpha[:, None] * S))
assert np.allclose(left, right, atol=1e-8)

# ---------- Eigenenergies from separate searches ----------
e_low, e_high = -0.95, 1.75
grid = np.linspace(e_low, e_high, 27001)


def find_roots(al, s_al):
    values = pole_free_det(grid, al, s_al)
    changes = np.where(values[:-1] * values[1:] < 0)[0]
    return np.array([brentq(lambda e: pole_free_det(e, al, s_al)[0],
                            grid[i], grid[i + 1], xtol=1e-14)
                     for i in changes])


zero = np.zeros(12)
roots = find_roots(zero, S)
roots_alpha = find_roots(alpha, S_alpha)
roots_other = find_roots(alpha_other, S_other)

# Reference: psi = (E + depth) G psi on the union of the spheres, where G is
# the inverse of minus the Laplacian; polynomial basis, no matching at all.
nb = 6
m, n = np.meshgrid(np.arange(nb), np.arange(nb), indexing="ij")
G = np.zeros((12 * nb, 12 * nb))
M = np.zeros_like(G)
moments = [s_list[i] ** (l_list[i] + 3) / (2 * l_list[i] + 2 * np.arange(nb) + 3)
           for i in range(12)]
for i in range(12):
    for j in range(12):
        li, lj = l_list[i], l_list[j]
        block = np.s_[i * nb:(i + 1) * nb, j * nb:(j + 1) * nb]
        if i == j:
            M[block] = s_list[i] ** 3 / (2 * li + 2 * n + 2 * m + 3)
            G[block] = s_list[i] ** 5 / (2 * n + 2) * (
                1 / ((2 * li + 1) * (2 * li + 2 * m + 3))
                - 1 / ((2 * n + 2 * li + 3) * (2 * li + 2 * n + 2 * m + 5)))
        else:
            G[block] = -np.outer(moments[i], moments[j]) * S[i, j] / (
                2 * (2 * li + 1) * (2 * lj + 1) * w ** (li + lj + 1))
assert np.allclose(G, G.T, atol=1e-9)
inverse_k2 = eigh((G + G.T) / 2, M, eigvals_only=True)
reference = np.sort(1 / inverse_k2[inverse_k2 > 0.1] - depth)
reference = reference[(reference > e_low) & (reference < e_high)]
assert len(roots) == len(roots_alpha) == len(roots_other) == len(reference)
assert np.abs(roots - reference).max() < 1e-6
assert np.abs(roots - roots_alpha).max() < 1e-9
assert np.abs(roots - roots_other).max() < 1e-9


# ---------- Ordinary determinants: zeros, poles and a lost zero ----------
def side_ratio(function, energy, al, s_al, step=1e-5):
    """About -1 across a simple zero, about +1 where nothing happens."""
    return (function(energy + step, al, s_al)[0]
            / function(energy - step, al, s_al)[0])


for e in roots:
    assert abs(side_ratio(ordinary_det, e, zero, S) + 1) < 0.1
    assert abs(side_ratio(ordinary_det, e, alpha, S_alpha) + 1) < 0.1


def count_poles(al):
    a, b = coefficients(grid)
    d = (a - al * b)[:, [0, 1, 4, 5, 8, 9]]
    return np.where(d[:-1] * d[1:] < 0)


def count_changes(al, s_al):
    v = np.sign(ordinary_det(grid, al, s_al))
    return int(np.sum(v[:-1] * v[1:] < 0))


bare_poles = count_poles(zero)
screened_poles = count_poles(alpha)
bare_changes = count_changes(zero, S)
screened_changes = count_changes(alpha, S_alpha)
assert bare_changes == len(roots) + len(bare_poles[0])
assert screened_changes == len(roots) + len(screened_poles[0])

a0, b0 = [x[0] for x in coefficients(roots[0])]
P0 = b0 / a0
alpha_lost = zero.copy()
alpha_lost[0] = 1 / P0[0]
S_lost = screen(S, alpha_lost)
ratio_normal = side_ratio(ordinary_det, roots[0], alpha, S_alpha)
ratio_lost = side_ratio(ordinary_det, roots[0], alpha_lost, S_lost)
ratio_safe = side_ratio(pole_free_det, roots[0], alpha_lost, S_lost)
assert abs(ratio_lost - 1) < 0.01
assert abs(ratio_safe + 1) < 0.01

# Null vectors in the two representations
u = np.linalg.svd(np.diag(P0) - S)[2][-1]
P0_alpha = 1 / (1 / P0 - alpha)
u_alpha = np.linalg.svd(np.diag(P0_alpha) - S_alpha)[2][-1]
mapped = u - alpha * (S @ u)
overlap = abs(u_alpha @ mapped) / np.linalg.norm(mapped)
assert abs(overlap - 1) < 1e-9
assert np.allclose(mapped, (1 - alpha * P0) * u, atol=1e-8)

# ---------- fcc cluster: range and existence of the screening ----------
r = np.arange(-3, 4)
lattice = np.array([(i, j, k) for i in r for j in r for k in r
                    if (i + j + k) % 2 == 0 and i * i + j * j + k * k <= 14])
lattice = lattice[np.argsort((lattice ** 2).sum(1), kind="stable")]
half_edge = 0.5 * (16 * np.pi / 3) ** (1 / 3)
S_fcc = structure_matrix(lattice * half_edge, 2)
alpha_fcc = hard_sphere_alpha(hard, np.tile(L_OF_CHANNEL, len(lattice)))
S_fcc_alpha = screen(S_fcc, alpha_fcc)
root_alpha = np.sqrt(alpha_fcc)
smallest = np.linalg.eigvalsh(np.eye(len(alpha_fcc)) - root_alpha[:, None]
                              * S_fcc * root_alpha)[0]
assert smallest > 0
shells = []
for square in (2, 4, 6, 8, 10):
    i = int(np.where((lattice ** 2).sum(1) == square)[0][0])
    block = np.s_[0:9, 9 * i:9 * i + 9]
    shells.append((half_edge * np.sqrt(square), S_fcc[0, 9 * i],
                   S_fcc_alpha[0, 9 * i], np.linalg.norm(S_fcc[block]),
                   np.linalg.norm(S_fcc_alpha[block])))
assert abs(shells[-1][2] / shells[0][2]) < 0.05
assert shells[-1][4] / shells[0][4] < 0.05

# Field energy of two s spheres, integrated in two-centre coordinates
d = shells[0][0]


def inner(r1):
    lower = max(hard, abs(d - r1))
    return quad(lambda r2: (r1 * r1 + r2 * r2 - d * d)
                / (4 * d * r1 ** 2 * r2 ** 2), lower, r1 + d)[0]


edges = [hard, d - hard, d, d + hard, np.inf]
cross = 2 * sum(quad(inner, lo, hi)[0] for lo, hi in zip(edges, edges[1:]))
own = 2 * quad(lambda x: 1 / x ** 2, hard, np.inf)[0]
assert abs(cross + shells[0][1]) < 1e-6
assert abs(own - 1 / alpha_fcc[0]) < 1e-8
# Overlapping spheres with radius equal to the distance: screening fails
pair = structure_matrix(np.array([[0, 0, 0], [d, 0, 0]]), 0)
singular_det = np.linalg.det(np.eye(2) - hard_sphere_alpha(d, 0) * pair)
assert abs(singular_det) < 1e-10

# ---------- Output ----------
rydberg = physical_constants["Rydberg constant times hc in eV"][0]
print(f"scale w = {w:.1f} bohr, well depth = {depth:.1f} Ry")
print("well radii (bohr):", *[f"{x:.1f}" for x in radii])
for i, c in enumerate(sites):
    print(f"site {i + 1} position (bohr):", *[f"{x:.1f}" for x in c])
print(f"distances 12, 13, 23 (bohr): {d12:.4f} {d13:.4f} {d23:.4f}")
print(f"hard radius / w = {hard:.2f}")
print("alpha s, p, d:", *[f"{x:.6f}" for x in alpha_fcc[[0, 1, 4]]])
print(f"triangle S_ss(12): bare {S[0, 4]:.6f}, screened {S_alpha[0, 4]:.6f}")
print(f"triangle screened on-site S_ss(11) = {S_alpha[0, 0]:.6f}")
print(f"largest error of screened tail projection = {tail_error:.1e}")
print(f"search window (Ry): {e_low:.2f} to {e_high:.2f}")
print("energies (Ry): diagonalization, bare, hard-sphere, other alpha")
for row in zip(reference, roots, roots_alpha, roots_other):
    print("  " + " ".join(f"{x:12.8f}" for x in row))
print(f"lowest energy = {roots[0] * rydberg:.5f} eV")
print(f"largest bare-screened difference = "
      f"{np.abs(roots - roots_alpha).max():.1e} Ry")
print(f"largest bare-diagonalization difference = "
      f"{np.abs(roots - reference).max():.1e} Ry")
print(f"sign changes of det(P-S): {bare_changes}, "
      f"poles {len(bare_poles[0])}")
print(f"sign changes of screened det: {screened_changes}, "
      f"poles {len(screened_poles[0])}")
for g, c in zip(*screened_poles):
    print(f"  pole: site {c // 2 + 1}, l = {c % 2}, E = {grid[g]:.3f} Ry")
print(f"lowest state, site 1 s: P = {P0[0]:.6f}, P_alpha = {P0_alpha[0]:.6f}")
print(f"  1/P = {1 / P0[0]:.6f}, 1/P_alpha = {1 / P0_alpha[0]:.6f}")
print("  u, s parts:", *[f"{x:.5f}" for x in u[[0, 4, 8]]])
print("  (1-alpha S)u, s parts:", *[f"{x:.5f}" for x in mapped[[0, 4, 8]]])
print(f"alpha that cancels the lowest zero = {alpha_lost[0]:.6f}")
print(f"determinant ratio across it: usual alpha {ratio_normal:.5f}")
print(f"  cancelling alpha {ratio_lost:.5f}, pole-free {ratio_safe:.5f}")
print(f"fcc cluster: {len(lattice)} sites, {len(alpha_fcc)} channels")
print(f"smallest eigenvalue of 1-sqrt(alpha) S sqrt(alpha) = {smallest:.5f}")
print("d/w, S_ss bare, S_ss screened, block norm bare, block norm screened")
for row in shells:
    print("  " + " ".join(f"{x:11.6f}" for x in row))
print(f"s-pair field energy: own {own:.6f}, cross {cross:.6f} (no unit)")
print("no test failed")
```

Running it gives:

```
scale w = 3.0 bohr, well depth = 1.0 Ry
well radii (bohr): 2.6 2.4 2.2
site 1 position (bohr): 0.0 0.0 0.0
site 2 position (bohr): 5.4 0.0 0.0
site 3 position (bohr): 1.8 4.8 0.0
distances 12, 13, 23 (bohr): 5.4000 5.1264 6.0000
hard radius / w = 0.70
alpha s, p, d: 0.350000 0.057167 0.016807
triangle S_ss(12): bare -1.111111, screened -1.128518
triangle screened on-site S_ss(11) = 1.146080
largest error of screened tail projection = 3.6e-11
search window (Ry): -0.95 to 1.75
energies (Ry): diagonalization, bare, hard-sphere, other alpha
   -0.75686304  -0.75686304  -0.75686304  -0.75686304
   -0.38451970  -0.38451970  -0.38451970  -0.38451970
   -0.30707218  -0.30707218  -0.30707218  -0.30707218
    0.39735629   0.39735629   0.39735629   0.39735629
    0.41750214   0.41750214   0.41750214   0.41750214
    0.46032545   0.46032545   0.46032545   0.46032545
    0.71920860   0.71920860   0.71920860   0.71920860
    0.74944260   0.74944260   0.74944260   0.74944260
    0.92067477   0.92067477   0.92067477   0.92067477
    1.07071632   1.07071632   1.07071632   1.07071632
    1.11990318   1.11990318   1.11990318   1.11990318
    1.21441251   1.21441251   1.21441251   1.21441251
lowest energy = -10.29765 eV
largest bare-screened difference = 5.6e-16 Ry
largest bare-diagonalization difference = 9.9e-14 Ry
sign changes of det(P-S): 12, poles 0
sign changes of screened det: 15, poles 3
  pole: site 1, l = 0, E = 1.101 Ry
  pole: site 2, l = 0, E = 1.201 Ry
  pole: site 3, l = 0, E = 1.236 Ry
lowest state, site 1 s: P = -1.419503, P_alpha = -0.948342
  1/P = -0.704472, 1/P_alpha = -1.054472
  u, s parts: 0.75119 0.53191 0.39048
  (1-alpha S)u, s parts: 1.12440 0.96644 0.89077
alpha that cancels the lowest zero = -0.704472
determinant ratio across it: usual alpha -0.99979
  cancelling alpha 0.99889, pole-free -1.00005
fcc cluster: 135 sites, 1215 channels
smallest eigenvalue of 1-sqrt(alpha) S sqrt(alpha) = 0.36204
d/w, S_ss bare, S_ss screened, block norm bare, block norm screened
     1.809400   -1.105339   -0.483870    6.710711    6.298553
     2.558878   -0.781593   -0.030922    1.908752    0.310514
     3.133972   -0.638168   -0.007094    1.093730    0.067671
     3.618800   -0.552669    0.006104    0.799217    0.097634
     4.045941   -0.494323   -0.000125    0.650617    0.004911
s-pair field energy: own 2.857143, cross 1.105339 (no unit)
no test failed
```
